# Second-order energy of a closed-shell atom: radial formula and neon, part 1

(Sections cited here and not found follow in the later parts.)

### 1. The cost of the unreduced sum

Written over orbitals, the second-order correlation energy of an atom is a sum over two occupied and two virtual functions, each with its own magnetic and spin quantum number. Two things go wrong if this sum is attacked as it stands.

The first is its size. The neon calculation of section 9 uses close to ninety radial functions for each $l$. With $l\le 12$ there are $169$ angular functions, so the virtual space holds some $15\,000$ orbitals, and each of the $25$ ordered pairs of occupied spatial orbitals meets about $2\times10^8$ virtual pairs. About 99 per cent of these integrals vanish by the selection rules of section 3, and the rest are built from roughly $1.5\times10^6$ radial integrals (about half as many distinct ones, since exchanging the two electrons leaves an integral unchanged), each repeated with many different angular coefficients.

The second is that the sum converges slowly in $l$. In neon a radially converged basis up to $g$ functions gives $-375.36$ m$E_h$, while the limit is $-388.13$ m$E_h$. Carrying the sum on to $l=12$ recovers $12.2$ of the missing $12.8$ m$E_h$; the remaining $0.6$ is estimated here by extrapolation, which needs the energy sorted by angular momentum. Sorting it also by pair and by spin lets each piece be fitted to its own law, whose exponent and, for singlets, leading coefficient are known in advance.

Doing the sums over spin and magnetic quantum numbers in closed form removes the first fault and supplies the sorting that the extrapolation uses. Hartree atomic units are used. The Hamiltonian is nonrelativistic with a fixed point nucleus of charge $Z$, and $[x]$ stands for $2x+1$.

### 2. The starting formula and the spin sum

Let $\Phi_0$ be the closed-shell Hartree–Fock determinant built from canonical spin orbitals, the eigenfunctions of the Fock operator $F$. In the Møller–Plesset partition $H_0=\sum_i F(i)$, and the eigenfunctions of $H_0$ are all determinants made from eigenfunctions of $F$. Rayleigh–Schrödinger theory gives $E_2=-\sum_{n\ne0}|\langle\Phi_n|H|\Phi_0\rangle|^2/(E_n^{(0)}-E_0^{(0)})$. Determinants that differ from $\Phi_0$ in three or more orbitals are not reached by a two-electron operator. For a single replacement $A\to R$ the matrix element equals $\langle R|F|A\rangle$, which is zero because $A$ and $R$ are different eigenfunctions of $F$ (Brillouin's theorem). A double replacement $AB\to RS$ has the matrix element $\langle RS|AB\rangle-\langle SR|AB\rangle$, where $\langle AB|RS\rangle=\iint A^*(1)B^*(2)\,r_{12}^{-1}R(1)S(2)$. Each distinct double replacement occurs four times in an unrestricted sum, so

$$E_2=-\frac14\sum_{ABRS}\frac{|\langle AB|RS\rangle-\langle AB|SR\rangle|^2}{\varepsilon_R+\varepsilon_S-\varepsilon_A-\varepsilon_B}.\tag{1}$$

All integrals will prove to be real, so the numerator is $\langle AB|RS\rangle^2+\langle AB|SR\rangle^2-2\langle AB|RS\rangle\langle AB|SR\rangle$. The denominator is symmetric in $R$ and $S$, so the second square gives the same sum as the first after the names $R$ and $S$ are exchanged, and

$$E_2=-\frac12\sum_{ABRS}\frac{\langle AB|RS\rangle^2-\langle AB|RS\rangle\langle AB|SR\rangle}{\varepsilon_R+\varepsilon_S-\varepsilon_A-\varepsilon_B}.\tag{2}$$

The integral $\langle AB|RS\rangle$ vanishes unless $R$ has the spin of $A$ and $S$ has the spin of $B$. In the first term the spins of $A$ and $B$ remain free, which gives $4$ equal contributions. In the second term $S$ must also have the spin of $A$, so all four spins agree and there are $2$ contributions. Over spatial orbitals,

$$E_2=-\sum_{ab\,rs}\ \sum_{m_am_bm_rm_s}\frac{2\langle ab|rs\rangle^2-\langle ab|rs\rangle\langle ab|sr\rangle}{\Delta},\qquad \Delta=\varepsilon_r+\varepsilon_s-\varepsilon_a-\varepsilon_b .\tag{3}$$

Here $a,b$ label occupied shells and $r,s$ virtual shells, each a pair $(n,l)$, and the orbitals are $P_{nl}(r)Y_{lm}(\hat{\mathbf r})/r$ with real $P_{nl}$ and the Condon–Shortley phase. Section 4 shows that the orbitals have this form and that $\varepsilon$ does not depend on $m$. That independence is what allows the $m$ sums to be done on the numerator alone.

### 3. Angular tools

The 3j symbol is tied to the Clebsch–Gordan coefficient by

$$\langle j_1m_1j_2m_2|JM\rangle=(-1)^{j_1-j_2+M}\sqrt{[J]}\begin{pmatrix}j_1&j_2&J\\ m_1&m_2&-M\end{pmatrix}.\tag{4}$$

It is real and vanishes unless the lower row adds to zero and the upper row forms a triangle. It is unchanged by a cyclic permutation of columns, and it takes the factor $(-1)^{j_1+j_2+j_3}$ when two columns are exchanged or when all lower entries change sign. The orthonormality of coupled states reads

$$\sum_{m_1m_2}\begin{pmatrix}j_1&j_2&j\\ m_1&m_2&m\end{pmatrix}\begin{pmatrix}j_1&j_2&j'\\ m_1&m_2&m'\end{pmatrix}=\frac{\delta_{jj'}\delta_{mm'}}{[j]}.\tag{5}$$

Only integer angular momenta occur, so $(-1)^m=(-1)^{-m}$ and every phase may be reduced modulo 2.

The combination $\sum\langle l_1m_1l_2m_2|LM\rangle Y_{l_1m_1}(\hat{\mathbf r})Y_{l_2m_2}(\hat{\mathbf r})$ is a function on the sphere that transforms with quantum numbers $L,M$, so it is a multiple of $Y_{LM}$, and the multiple is independent of $M$. On the polar axis $Y_{lm}=\delta_{m0}\sqrt{[l]/4\pi}$, and evaluating both sides there for $M=0$ fixes the constant:

$$\sum_{m_1m_2}\langle l_1m_1l_2m_2|LM\rangle\,Y_{l_1m_1}Y_{l_2m_2}=\sqrt{\frac{[l_1][l_2]}{4\pi[L]}}\,\langle l_10\,l_20|L0\rangle\,Y_{LM}.\tag{6}$$

Inverting the orthogonal Clebsch–Gordan matrix expresses $Y_{kq}Y_{l'm'}$ as a sum over $Y_{LM}$. Projecting on $Y_{lm}$, with $C^k_q=\sqrt{4\pi/[k]}\,Y_{kq}$, gives $\langle lm|C^k_q|l'm'\rangle=\sqrt{[l']/[l]}\,\langle k0\,l'0|l0\rangle\langle kq\,l'm'|lm\rangle$. By (4) the two coefficients carry the phases $(-1)^{k-l'}$ and $(-1)^{k-l'+m}$, whose product is $(-1)^m=(-1)^{l-m}(-1)^l$, and each carries $\sqrt{[l]}$. A cyclic permutation of columns then yields the Wigner–Eckart form

$$\langle lm|C^k_q|l'm'\rangle=(-1)^{l-m}\begin{pmatrix}l&k&l'\\-m&q&m'\end{pmatrix}\langle l\|C^k\|l'\rangle,\qquad \langle l\|C^k\|l'\rangle=(-1)^l\sqrt{[l][l']}\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}.\tag{7}$$

Changing the sign of a row of zeros changes nothing, yet it multiplies the symbol by $(-1)^{l+k+l'}$. Hence the reduced element vanishes unless $l+k+l'$ is even. This parity rule is used in every phase below: a 3j symbol that comes from (7) may have its columns permuted and its lower row reversed at no cost.

The 6j symbol is defined as the full contraction of four 3j symbols,

$$\begin{Bmatrix}j_1&j_2&j_3\\ j_4&j_5&j_6\end{Bmatrix}=\sum_{m_1\dots m_6}(-1)^{\Theta}\begin{pmatrix}j_1&j_2&j_3\\-m_1&-m_2&-m_3\end{pmatrix}\begin{pmatrix}j_1&j_5&j_6\\ m_1&-m_5&m_6\end{pmatrix}\begin{pmatrix}j_4&j_2&j_6\\ m_4&m_2&-m_6\end{pmatrix}\begin{pmatrix}j_4&j_5&j_3\\-m_4&m_5&m_3\end{pmatrix},\tag{8}$$

with $\Theta=\sum_i(j_i-m_i)$. The derivation needs nothing about the symbol beyond (8). For numerical values two closed forms are convenient. With $\tau(abc)=(a+b-c)!\,(a-b+c)!\,(b+c-a)!/(a+b+c+1)!$ and $2g=a+b+c$,

$$\begin{pmatrix}a&b&c\\0&0&0\end{pmatrix}=(-1)^g\sqrt{\tau(abc)}\,\frac{g!}{(g-a)!\,(g-b)!\,(g-c)!},\tag{9}$$

$$\begin{Bmatrix}j_1&j_2&j_3\\ j_4&j_5&j_6\end{Bmatrix}=\sqrt{\tau_1\tau_2\tau_3\tau_4}\;\sum_t\frac{(-1)^t\,(t+1)!}{\prod_{i=1}^4(t-\alpha_i)!\ \prod_{j=1}^3(\beta_j-t)!}.\tag{10}$$

In Racah's formula (10) the $\tau_i$ belong to the triads $(j_1j_2j_3)$, $(j_1j_5j_6)$, $(j_4j_2j_6)$, $(j_4j_5j_3)$, the $\alpha_i$ are the sums of these triads, the $\beta_j$ are $j_1+j_2+j_4+j_5$, $j_2+j_3+j_5+j_6$ and $j_1+j_3+j_4+j_6$, and $t$ runs over the integers that keep all factorials defined. These two evaluation formulas are not derived here; the numerical check below confirms the angular factors built from them against direct quadrature of spherical harmonics.

The Coulomb interaction is expanded with the generating function of the Legendre polynomials and the addition theorem, using $C^{k*}_q=(-1)^qC^k_{-q}$:

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma)=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q(-1)^qC^k_{-q}(1)\,C^k_q(2).\tag{11}$$

The radial parts are the multipole potential and the Slater integral,

$$v^k_{bs}(r_1)=\int_0^\infty \frac{r_<^k}{r_>^{k+1}}P_b(r_2)P_s(r_2)\,dr_2,\qquad R^k(ab;rs)=\int_0^\infty P_a P_r\,v^k_{bs}\,dr_1 .\tag{12}$$

Electron 1 goes from $a$ to $r$ and electron 2 from $b$ to $s$. Inserting (11) and applying (7) to each electron,

$$\langle ab|rs\rangle=\sum_kX_k(ab;rs)\,\omega^k(ab;rs),\qquad X_k(ab;rs)=R^k(ab;rs)\,\langle l_a\|C^k\|l_r\rangle\langle l_b\|C^k\|l_s\rangle,\tag{13}$$

$$\omega^k(ab;rs)=\sum_q(-1)^{q+l_a-m_a+l_b-m_b}\begin{pmatrix}l_a&k&l_r\\-m_a&-q&m_r\end{pmatrix}\begin{pmatrix}l_b&k&l_s\\-m_b&q&m_s\end{pmatrix}.\tag{14}$$

Every factor is real, as assumed in section 2. The multipole $k$ must form triangles with $(l_a,l_r)$ and with $(l_b,l_s)$, and both $l_a+k+l_r$ and $l_b+k+l_s$ must be even. Therefore $l_a+l_b+l_r+l_s$ is even and $|l_r-l_s|\le l_a+l_b$. The lower rows force $q=m_r-m_a=m_b-m_s$.

### 4. The radial Fock operator

The virtual orbitals must be eigenfunctions of the same $F$ as the occupied ones, so $F$ is needed for every $l$. Take its matrix element between $P Y_{lm}/r$ and $P'Y_{l'm'}/r$. In the Coulomb term, the shell $b$ contributes the density $2P_b^2r^{-2}\sum_{m_b}|Y_{l_bm_b}|^2=2P_b^2r^{-2}[l_b]/4\pi$, which is spherical; only $k=0$ survives in (11), and the potential is $2[l_b]v^0_{bb}$. In the exchange term only one spin contributes, and the angular factor of multipole $k$ is $\sum_{q\,m_b}\langle lm|C^{k*}_q|l_bm_b\rangle\langle l_bm_b|C^k_q|l'm'\rangle$. The first factor is the complex conjugate of $\langle l_bm_b|C^k_q|lm\rangle$, which is real. By (7) the phases $(-1)^{l_b-m_b}$ square to one, and (5), summed over $m_b$ and $q$, gives $\delta_{ll'}\delta_{mm'}\langle l_b\|C^k\|l\rangle^2/[l]$. With the reduced element written out,

$$F_l=h_l+\sum_b2[l_b]\,v^0_{bb}-\sum_b\sum_k[l_b]\begin{pmatrix}l&k&l_b\\0&0&0\end{pmatrix}^2K^k_b,\qquad h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr,\tag{15}$$

where $(K^k_bP)(r)=P_b(r)\,v^k_{bP}(r)$. The operator is diagonal in $l$ and $m$ and does not depend on $m$, so the central-field form of the orbitals is self-consistent and $\varepsilon_{nl}$ is $m$-independent. This rests on every shell being full. For a general open shell the sums over $m_b$ are incomplete; for a half-filled shell of parallel spins they are complete, but the two spins see different operators and the spin sum of section 2 fails. In neither case does what follows hold in this form. The Hartree–Fock energy is half the sum of $h_{aa}+\varepsilon_a$ over the $2[l_a]$ spin orbitals of each shell, $E_{\rm HF}=\sum_a[l_a](h_{aa}+\varepsilon_a)$.

A virtual electron in (15) feels all $N$ electrons. Replacing these orbitals by those of a potential of $N-1$ electrons changes $H_0$. If the new orbitals still span the Hartree–Fock virtual space, $\langle R|F|A\rangle$ remains zero and (1) keeps its form, but with other denominators, so it gives a different number that is not the Møller–Plesset energy. If the occupied orbitals change as well, single replacements contribute and (1) is incomplete.

### 5. The sums over magnetic quantum numbers

In the direct term of (3) the product $\omega^k(ab;rs)\,\omega^{k'}(ab;rs)$ has the phase $(-1)^{q+q'}$, since the rest of the phase in (14) appears twice. The sum over $m_a,m_r$ is of the form (5) and gives $\delta_{kk'}\delta_{qq'}/[k]$; the sum over $m_b,m_s$ gives another $1/[k]$; the remaining sum over $q$ has $[k]$ equal terms. Thus

$$\sum_m\langle ab|rs\rangle^2=\sum_k\frac{X_k(ab;rs)^2}{[k]}.\tag{16}$$

In the exchange term the second factor is (14) with $r$ and $s$ interchanged, and the phase of the product is again $(-1)^{q+q'}$. Using the free permutations and sign reversals allowed by the parity rule, the four symbols are arranged as

$$\sum(-1)^{q+q'}\begin{pmatrix}l_a&l_r&k\\-m_a&m_r&-q\end{pmatrix}\begin{pmatrix}l_a&l_s&k'\\ m_a&-m_s&q'\end{pmatrix}\begin{pmatrix}l_b&l_r&k'\\ m_b&-m_r&-q'\end{pmatrix}\begin{pmatrix}l_b&l_s&k\\-m_b&m_s&q\end{pmatrix}.\tag{17}$$

The first and fourth symbols come from $\omega^k(ab;rs)$; the second and third come from $\omega^{k'}(ab;sr)$ with their lower rows reversed. This is the pattern of (8) with $(j_1,\dots,j_6)=(l_a,l_r,k,l_b,l_s,k')$ and $(m_1,\dots,m_6)=(m_a,-m_r,q,m_b,m_s,q')$. The phase remains to be compared. In $\sum_ij_i$ the part $l_a+l_r+k$ is even, and $l_b+l_s\equiv k$ modulo 2, so $\sum_ij_i\equiv k+k'$. In $\sum_im_i$ the part $m_a-m_r+q$ is zero, and $m_b+m_s\equiv m_b-m_s=q$, so $\sum_im_i\equiv q+q'$. Hence $(-1)^{q+q'}=(-1)^{k+k'}(-1)^\Theta$, and

$$\sum_m\langle ab|rs\rangle\langle ab|sr\rangle=\sum_{kk'}(-1)^{k+k'}\begin{Bmatrix}l_a&l_r&k\\ l_b&l_s&k'\end{Bmatrix}X_k(ab;rs)\,X_{k'}(ab;sr).\tag{18}$$

Since $\langle ba|sr\rangle=\langle ab|rs\rangle$, the ordered pair $(b,a)$ contributes to (3) exactly what $(a,b)$ does, after $r$ and $s$ are renamed. Collecting the two orders,

$$E_2=\sum_{a\le b}e_{ab},\qquad e_{ab}=-(2-\delta_{ab})\sum_{rs}\frac1\Delta\left\{2\sum_k\frac{X_k(ab;rs)^2}{[k]}-\sum_{kk'}(-1)^{k+k'}\begin{Bmatrix}l_a&l_r&k\\ l_b&l_s&k'\end{Bmatrix}X_k(ab;rs)X_{k'}(ab;sr)\right\}.\tag{19}$$

The sum over $r$ and $s$ is unrestricted: $(r,s)$ and $(s,r)$ are both counted and $r=s$ once. Three features are easily mishandled. The direct term is diagonal in $k$ but the exchange term is not. The phase $(-1)^{k+k'}$ equals $(-1)^{l_a+l_b}$, because $k\equiv l_a+l_r$, $k'\equiv l_a+l_s$ and $l_r+l_s\equiv l_a+l_b$; it is $-1$ for an $s$–$p$ pair, so a test on $s^2$ or $p^2$ pairs alone cannot detect its omission. And $X_{k'}(ab;sr)$ contains its own radial integral $R^{k'}(ab;sr)$, which in general differs from $R^{k'}(ab;rs)$ unless $a=b$ or $r=s$.

For two $s$ shells the rules force $l_r=l_s=k=k'=l$. From (9), $\langle0\|C^l\|l\rangle=(-1)^l$, so $X_l=R^l$, and (10) gives $1/[l]$ for the 6j symbol with both rows equal to $(0,l,l)$. If also $a=b$, relabelling the electrons in (12) shows $R^l(aa;sr)=R^l(aa;rs)$, and

$$e_{aa}=-\sum_l\frac1{2l+1}\sum_{rs}\frac{R^l(aa;rs)^2}{\Delta},\tag{20}$$

which is the whole second-order energy of a two-electron atom.

The second-order energy is now a sum over shell pairs of radial integrals with closed angular factors, equation (19). It remains to resolve each pair into LS terms, to find how the partial waves fall off at large angular momentum, and to apply the result to neon.
